# Largest energy transfer from a 100 keV boron ion to silicon: a numerical check

```python
"""Largest energy transfer in an elastic collision of a moving ion with an atom at rest.

Result under test:  T = 4 m1 m2 / (m1 + m2)^2 * E0 * cos(phi)^2,
with its maximum at phi = 0 (head-on collision).
m1, m2 : masses of ion (boron-11) and target (silicon-28)
E0     : initial kinetic energy of the ion
T      : kinetic energy of the target after the collision
phi    : angle between target recoil and initial ion direction
Independent road: Newton's equations for both particles with a screened
Coulomb repulsion V(r) = Z1 Z2 e^2 / (4 pi eps0 r) * exp(-(r/a)^n).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp

A1, A2 = 11, 28
Z1, Z2 = 5, 14
E0_keV = 100.0
screening_pm = 20.0

keV = 1e3 * const.e
m1 = A1 * const.atomic_mass
m2 = A2 * const.atomic_mass
E0 = E0_keV * keV
v0 = np.sqrt(2 * E0 / m1)


def transfer_fraction(mass_ion, mass_target):
    return 4 * mass_ion * mass_target / (mass_ion + mass_target) ** 2


def collide(b_pm, n):
    """Integrate one collision; return final velocities in units of v0.

    Internal units: length a, mass m1, energy E0 (initial speed sqrt(2)).
    """
    a = screening_pm * 1e-12
    strength = Z1 * Z2 * const.e**2 / (4 * np.pi * const.epsilon_0 * a * E0)
    ratio = m2 / m1
    speed = np.sqrt(2.0)

    def rhs(t, y):
        dx, dy = y[0] - y[2], y[1] - y[3]
        r = np.hypot(dx, dy)
        s = r**n
        force = strength * np.exp(-s) / r * (1 + n * s) / r
        fx, fy = force * dx / r, force * dy / r
        return [y[4], y[5], y[6], y[7], fx, fy, -fx / ratio, -fy / ratio]

    start = [-25.0, b_pm / screening_pm, 0, 0, speed, 0, 0, 0]
    sol = solve_ivp(rhs, (0, 60 / speed), start, method="DOP853",
                    rtol=1e-10, atol=1e-12, max_step=0.1)
    assert sol.success
    end = sol.y[:, -1]
    return end[4:6] / speed, end[6:8] / speed


fraction = transfer_fraction(m1, m2)
T_max = fraction * E0_keV
v1_formula = (m1 - m2) / (m1 + m2) * v0
v2_formula = 2 * m1 / (m1 + m2) * v0
E1_left = 0.5 * m1 * v1_formula**2 / keV

# Trajectories at several impact parameters
rows = []
for b in (0.0, 0.5, 1.0, 2.0, 5.0):
    w1, w2 = collide(b, 1)
    T = 0.5 * m2 * v0**2 * np.dot(w2, w2) / keV
    phi = np.arctan2(abs(w2[1]), w2[0])
    assert abs(T - T_max * np.cos(phi) ** 2) < 1e-6 * E0_keV
    rows.append((b, np.degrees(phi), T))
    if b == 0.0:
        assert abs(w1[0] * v0 - v1_formula) < 1e-6 * v0
        assert abs(w2[0] * v0 - v2_formula) < 1e-6 * v0
        v1_run, v2_run = w1[0] * v0, w2[0] * v0
transfers = [row[2] for row in rows]
assert abs(transfers[0] - T_max) < 1e-6 * E0_keV
assert all(x > y for x, y in zip(transfers, transfers[1:]))

# Head-on collision with a different screening function
w1, w2 = collide(0.0, 2)
T_other = 0.5 * m2 * v0**2 * np.dot(w2, w2) / keV
assert abs(T_other - T_max) < 1e-6 * E0_keV

# Relativistic conservation laws, head-on, solved for the recoil momentum
mp.mp.dps = 40
M1 = mp.mpf(m1 * const.c**2 / keV)
M2 = mp.mpf(m2 * const.c**2 / keV)
p = mp.sqrt((M1 + E0_keV) ** 2 - M1**2)


def energy_balance(q):
    return (mp.sqrt((p - q) ** 2 + M1**2) + mp.sqrt(q**2 + M2**2)
            - (M1 + E0_keV + M2))


q_rel = mp.findroot(energy_balance, 2 * M2 * p / (M1 + M2))
T_rel = mp.sqrt(q_rel**2 + M2**2) - M2
shift_eV = float((T_rel - T_max) * 1000)
assert abs(shift_eV) < 1e-4 * T_max * 1000

# Effect of 0.1 % mass errors in opposite senses
T_low = transfer_fraction(m1 * 0.999, m2 * 1.001) * E0_keV
T_high = transfer_fraction(m1 * 1.001, m2 * 0.999) * E0_keV
assert max(abs(T_low - T_max), abs(T_high - T_max)) < 0.1
assert round(T_max) == round(T_low) == round(T_high) == 81

print(f"Mass numbers of ion and target: {A1}, {A2}")
print(f"Atomic numbers of ion and target: {Z1}, {Z2}")
print(f"Ion mass m1 = {m1:.4e} kg")
print(f"Target mass m2 = {m2:.4e} kg")
print(f"Initial ion energy E0 = {E0_keV:.1f} keV")
print(f"Initial ion speed v0 = {v0:.4e} m/s")
print(f"Numerator 4*A1*A2 = {4 * A1 * A2}")
print(f"Denominator (A1+A2)^2 = {(A1 + A2)**2}")
print(f"Largest transferred fraction = {fraction:.5f}")
print(f"Largest transferred energy = {T_max:.3f} keV")
print(f"Largest transferred energy = {T_max * keV:.4e} J")
print(f"Ion energy left after head-on collision = {E1_left:.3f} keV")
print(f"Ion velocity after, formula = {v1_formula:.4e} m/s")
print(f"Ion velocity after, trajectory = {v1_run:.4e} m/s")
print(f"Target velocity after, formula = {v2_formula:.4e} m/s")
print(f"Target velocity after, trajectory = {v2_run:.4e} m/s")
print(f"Screening length of model repulsion = {screening_pm:.1f} pm")
print("Trajectories: impact parameter, recoil angle, transferred energy")
for b, angle, T in rows:
    print(f"  b = {b:.1f} pm, phi = {angle:.2f} deg, T = {T:.3f} keV")
print(f"Head-on transfer, other screening function = {T_other:.3f} keV")
print(f"Relativistic change of largest transfer = {shift_eV:.3f} eV")
print(f"Transfer, m1 -0.1 % and m2 +0.1 % = {T_low:.3f} keV")
print(f"Transfer, m1 +0.1 % and m2 -0.1 % = {T_high:.3f} keV")
print("PASS")
```

Output:

```
Mass numbers of ion and target: 11, 28
Atomic numbers of ion and target: 5, 14
Ion mass m1 = 1.8266e-26 kg
Target mass m2 = 4.6495e-26 kg
Initial ion energy E0 = 100.0 keV
Initial ion speed v0 = 1.3245e+06 m/s
Numerator 4*A1*A2 = 1232
Denominator (A1+A2)^2 = 1521
Largest transferred fraction = 0.80999
Largest transferred energy = 80.999 keV
Largest transferred energy = 1.2978e-14 J
Ion energy left after head-on collision = 19.001 keV
Ion velocity after, formula = -5.7734e+05 m/s
Ion velocity after, trajectory = -5.7734e+05 m/s
Target velocity after, formula = 7.4715e+05 m/s
Target velocity after, trajectory = 7.4715e+05 m/s
Screening length of model repulsion = 20.0 pm
Trajectories: impact parameter, recoil angle, transferred energy
  b = 0.0 pm, phi = 0.00 deg, T = 80.999 keV
  b = 0.5 pm, phi = 36.46 deg, T = 52.401 keV
  b = 1.0 pm, phi = 55.98 deg, T = 25.353 keV
  b = 2.0 pm, phi = 71.51 deg, T = 8.146 keV
  b = 5.0 pm, phi = 82.73 deg, T = 1.297 keV
Head-on transfer, other screening function = 80.999 keV
Relativistic change of largest transfer = 0.075 eV
Transfer, m1 -0.1 % and m2 +0.1 % = 80.929 keV
Transfer, m1 +0.1 % and m2 -0.1 % = 81.070 keV
PASS
```
